# Band-edge shift from trapped holes across a Helmholtz layer

## Problem

An n-type semiconductor electrode stands in an electrolyte. Under illumination, holes reach its surface and are trapped there, with an areal density $N=1.0\times10^{13}\ \mathrm{cm^{-2}}$. The Helmholtz layer between the surface and the nearest plane of ions has capacitance $C_H=10\ \mathrm{\mu F/cm^2}$. The temperature is 298.15 K.

(a) By how much, and in which direction, do the band edges at the surface move relative to the solution? Compare the shift with the thermal voltage.

(b) The electrode potential is held fixed, so the depletion layer responds to the trapped charge. How much does this alter the estimate for an SnO2 electrode with relative permittivity 12, donor density $10^{18}\ \mathrm{cm^{-3}}$ and initial band bending 1.00 V?

(c) What do the diffuse layer of a 1 mol/L electrolyte and the exchange of protons at the oxide surface do to the answer?

The SnO2 data are rough typical values. The electrolyte is a 1:1 salt. Before the holes arrive, the oxide's acid-base sites carry no net charge.

## Solution of (a): the basic estimate

Let $\phi$ be the electrostatic potential and $e>0$ the elementary charge. The trapped holes form a positive sheet of charge

$$\sigma=eN=(1.602\times10^{-19}\ \mathrm{C})(1.0\times10^{13}\ \mathrm{cm^{-2}})=1.602\ \mathrm{\mu C/cm^2}.$$

Suppose first that all the compensating negative charge gathers on the solution side of the Helmholtz layer. Let this layer have thickness $d$ and permittivity $\varepsilon_H$. By Gauss's law, the added field between the two charged planes is $\sigma/\varepsilon_H$, directed from the solid to the solution. Potential falls along the field, so the solid's surface rises relative to the solution by

$$\Delta V=\frac{\sigma}{\varepsilon_H}\,d=\frac{eN}{C_H},\qquad C_H=\frac{\varepsilon_H}{d}.$$

The areas cancel, and

$$\Delta V=\frac{1.602\ \mathrm{\mu C/cm^2}}{10\ \mathrm{\mu F/cm^2}}=0.160\ \mathrm{V}.$$

An electron has energy $-e\phi$ in this potential. Both band edges at the surface therefore move down by 0.160 eV relative to levels in the solution. The band gap does not change. On the scale of electrode potential, which runs opposite to electron energy, the edges move in the positive direction. A hole at the valence-band edge becomes more oxidising, and an electron at the conduction-band edge less reducing.

The thermal voltage is $V_T=k_BT/e=25.69$ mV, where $k_B$ is Boltzmann's constant. Hence

$$\frac{\Delta V}{V_T}=\frac{160.2\ \mathrm{mV}}{25.69\ \mathrm{mV}}=6.2.$$

The shift is about six thermal voltages, too large for exponentials of $\Delta V/V_T$ to be replaced by their linear terms. Setting $\Delta V=V_T$ gives the density at which the two voltages are equal:

$$N_T=\frac{C_HV_T}{e}=1.6\times10^{12}\ \mathrm{cm^{-2}}.$$

### Why a sheet may stand for separate holes

The holes are points, with mean spacing $a=N^{-1/2}=3.16$ nm. For a rough relative permittivity of 6, the Helmholtz layer is 0.53 nm thick, much less than this spacing. The result above must then be read as an average over the surface.

To verify that average, treat the ionic plane as a conductor and use the same permittivity on both sides of the holes. A hole at distance $d$ from the conductor has an image charge $-e$ at distance $2d$ from the hole. At lateral distance $r$ in the plane of the holes, their combined potential is

$$\phi_1(r)=\frac{e}{4\pi\varepsilon_H}\left(\frac1r-\frac1{\sqrt{r^2+4d^2}}\right).$$

The average potential due to $N$ holes per area is $N$ times the integral of $\phi_1$ over the plane:

$$\bar\phi=\frac{eN}{4\pi\varepsilon_H}\,2\pi\int_0^\infty\left(1-\frac r{\sqrt{r^2+4d^2}}\right)dr.$$

The antiderivative is $r-\sqrt{r^2+4d^2}$. It tends to zero at infinity and equals $-2d$ at $r=0$, so the integral is $2d$. Thus $\bar\phi=eNd/\varepsilon_H=eN/C_H$, as before.

The lateral variation dies out inside the solid. For a square lattice of holes, Laplace's equation makes a ripple of lateral wavenumber $G$ decay as $e^{-Gz}$ with depth $z$, and the smallest nonzero wavenumber is $2\pi/a$. With the same permittivity on both sides of the holes, as above, summing the potentials of the lattice and its images at depth $a$ gives a difference of 0.62% of the mean between points behind a hole and points behind the centre of a square of four holes. Randomly placed holes also produce ripples of longer wavelength, which reach deeper. The lattice figure is therefore not a bound for a disordered surface.

## Solution of (b): response of the depletion layer

Let $V$ be the band bending, the potential of the semiconductor's bulk minus that of its surface. It is positive in depletion. Let $Q(V)$ be the positive charge per area of the depletion layer. The Helmholtz layer must balance $Q$ as well as $\sigma$.

### The depletion charge

At a point where the local bending is $v$, the electron density is $N_d e^{-v/V_T}$, with $N_d$ the density of ionised donors. This assumes Boltzmann statistics and neglects free holes in the space charge. The charge density is then $\rho=eN_d(1-e^{-v/V_T})$. Because $v$ is the bulk potential minus the local potential, Poisson's equation $\phi''=-\rho/\varepsilon_s$ becomes

$$v''=\frac{eN_d}{\varepsilon_s}\left(1-e^{-v/V_T}\right),$$

where $\varepsilon_s$ is the permittivity of the semiconductor. Multiply by $v'$, so that the left side becomes $\tfrac12(v'^2)'$, and integrate from the neutral bulk, where $v=v'=0$, to the surface, where $v=V$:

$$v'^2=\frac{2eN_d}{\varepsilon_s}\left[V-V_T\left(1-e^{-V/V_T}\right)\right].$$

By Gauss's law $Q=\varepsilon_s|v'|$. For $V\gg V_T$ the exponential is negligible, and

$$Q(V)=\sqrt{2e\varepsilon_sN_d(V-V_T)}.$$

The given data yield $Q_0=Q(V_0)=0.576\ \mathrm{\mu C/cm^2}$ at $V_0=1.00$ V. Dividing by $eN_d$ gives an effective depletion width of 35.9 nm.

### The balance at fixed electrode potential

The potential difference between the semiconductor's bulk and the solution is $V$ plus the Helmholtz drop. A potentiostat holds this sum fixed, apart from constant contact terms. If trapping raises the Helmholtz drop by $x$, the band bending must fall to $V_0-x$. The charge on the solid side changes by $\sigma+Q(V_0-x)-Q_0$, so

$$C_Hx=\sigma+Q(V_0-x)-Q_0.$$

For a small change, $Q(V_0-x)\approx Q_0-C_{sc}x$, where $C_{sc}=dQ/dV$ at $V_0$. Collecting the terms in $x$ gives

$$x\approx\frac{\sigma}{C_H+C_{sc}}.$$

Differentiating $Q^2=2e\varepsilon_sN_d(V-V_T)$ gives $2Q\,C_{sc}=2e\varepsilon_sN_d$. Eliminating $e\varepsilon_sN_d$ with the expression for $Q^2$ leads to

$$C_{sc}=\frac{Q_0}{2(V_0-V_T)}=\frac{0.576\ \mathrm{\mu C/cm^2}}{2(1.00-0.0257)\ \mathrm V}=0.296\ \mathrm{\mu F/cm^2}.$$

Therefore

$$x\approx\frac{1.602}{10+0.296}\ \mathrm V=155.6\ \mathrm{mV}.$$

The root of the nonlinear balance is 155.4 mV. It is slightly smaller because $C_{sc}$ grows as the bending falls, so the depletion layer gives up a little more charge than the linear formula says. A finite-difference solution of Poisson's equation for the same electrode, with and without the sheet of holes and with the exponential retained, also gives 155.4 mV.

The correction to the basic estimate is 3%. It is small because $C_{sc}\ll C_H$. In the opposite limit, $C_{sc}\gg C_H$, the linear formula gives $x\approx\sigma/C_{sc}$: most of the hole charge is then balanced by a loss of depletion charge, and the edges move much less than $\sigma/C_H$. The linear formula holds in this limit only if $x$ is a small part of the initial bending, which requires $\sigma\ll Q_0$. This limit is formal for the present electrode: at 1 V bending, $C_{sc}$ approaches $C_H$ only near $10^{21}$ donors per $\mathrm{cm^3}$, where the oxide is strongly degenerate, the depleted layer is about 1 nm wide, and the depletion formula above no longer applies.

The comparison must state what is held fixed. At equal band bending, with and without holes, $Q$ is the same and the Helmholtz drop differs by the full $\sigma/C_H$. The same is true at flat band, where $Q=0$. With the Helmholtz layer alone, the flat-band potential thus moves positive by 0.160 V if the trapped population survives the change of potential needed to reach flat band.

### What the lost bending does

The bending falls from 1.00 V to 0.845 V. Treat the trapped charge as a uniform sheet. If surface electrons remain in equilibrium with the bulk, their density is then $n_s=N_de^{-V/V_T}$. It grows by

$$e^{x/V_T}=e^{155.4/25.69}\approx 4\times10^2.$$

A recombination or transfer rate proportional to $n_s$ grows by the same factor, if its rate constant is unchanged. Separate holes attract electrons to their own neighbourhood. Because the average of an exponential exceeds the exponential of the average, the mean density at a given depth is then larger than a uniform sheet with the same mean potential would give there. The factor above should not be used for the density right beside a trapped hole. The equilibrium density stays tiny in this example, rising from about 10 to about $5\times10^3\ \mathrm{cm^{-3}}$. These are dark values. Light also creates electrons near the surface. With photon flux $\Phi$, absorption coefficient $\alpha$, surface field $E$ and diffusion coefficient $D$, their surface density is roughly $\Phi\alpha(V_T/E)^2/D$. For rough values $\Phi=10^{15}\ \mathrm{cm^{-2}s^{-1}}$, $\alpha=10^5\ \mathrm{cm^{-1}}$ and mobility $100\ \mathrm{cm^2/(V\,s)}$, this is about $10^5\ \mathrm{cm^{-3}}$, and it depends only weakly on the bending. Under such light the total surface density at 1 V bending does not grow by the factor above. The large factor alone does not show that the electron current is important. At a smaller initial bending, still large enough to keep the surface in depletion, a similar factor would act on a much larger density.

## Solution of (c): the solution side

### The diffuse layer

Ions beyond the Helmholtz layer have a spread-out charge and an additional potential drop $\psi_d$. Let $n_0$ be the number density of each ion in the bulk solution, and $\varepsilon_w$ the permittivity of water, with a rough relative value of 78. In the mean-field Poisson-Boltzmann model, the local potential $\psi$ obeys

$$\psi''=\frac{2en_0}{\varepsilon_w}\sinh\frac{\psi}{V_T}.$$

Multiplying by $\psi'$ and integrating from the bulk solution, where both $\psi$ and $\psi'$ vanish, gives

$$\psi'^2=\frac{4en_0V_T}{\varepsilon_w}\left(\cosh\frac{\psi}{V_T}-1\right)
=\frac{8en_0V_T}{\varepsilon_w}\sinh^2\frac{\psi}{2V_T}.$$

If the solid side carries charge $q$ per area, the field at the start of the diffuse layer is $q/\varepsilon_w$. Using $eV_T=k_BT$ and solving for the drop,

$$\psi_d(q)=2V_T\,\mathrm{arsinh}\frac{q}{\sqrt{8\varepsilon_wk_BTn_0}}.$$

The total shift $x$ of the surface relative to the bulk solution now satisfies

$$x=\frac{q-Q_0}{C_H}+\psi_d(q)-\psi_d(Q_0),\qquad q=\sigma+Q(V_0-x).$$

Its solution is 162.0 mV. The diffuse layer adds about 7 mV to the result of part (b). For these parameters that slightly exceeds the loss of about 5 mV due to depletion, so the fuller result lies within 2 mV of the basic estimate. This close agreement is an accident of the parameters: diluting the electrolyte lowers $n_0$ and raises $\psi_d$ at a given charge.

### Proton exchange

An oxide surface has sites that can gain or lose a proton. When holes make the surface potential positive, protons tend to leave, and the negative charge they leave behind compensates the holes.

Take $N_s=5\times10^{14}$ sites per $\mathrm{cm^2}$, each with charge $+e$, 0 or $-e$. Let $pK_1$ and $pK_2$ describe the loss of the first and second proton, with $\Delta pK=pK_2-pK_1=4$. Both inputs are rough. Relative to the neutral state, the positive and negative states have weights $10^{pK_1-pH}$ and $10^{pH-pK_2}$, multiplied by opposite exponentials of any surface potential already present. The product of the two weights is therefore always $10^{-\Delta pK}$. Before the holes arrive the sites carry no net charge, so the two weights are equal, and each charged state has weight

$$\delta=10^{-\Delta pK/2}=0.01$$

relative to the neutral state. Let $\psi_s$ be the rise in surface potential after the holes arrive. It multiplies the weights of the positive and negative states by $e^{-u}$ and $e^u$, where $u=\psi_s/V_T$. The mean proton charge per area is therefore

$$\sigma_p=eN_s\frac{\delta e^{-u}-\delta e^u}{1+\delta e^{-u}+\delta e^u}
=-eN_s\frac{2\delta\sinh u}{1+2\delta\cosh u}.$$

For small $u$, $\sinh u\approx u$ and $\cosh u\approx1$. This gives $\sigma_p\approx-C_p\psi_s$, with

$$C_p=\frac{eN_s}{V_T}\frac{2\delta}{1+2\delta}=61.1\ \mathrm{\mu F/cm^2}.$$

This is six times $C_H$. Leaving out the small depletion and diffuse-layer corrections, the charge balance is $C_H\psi_s=\sigma+\sigma_p(\psi_s)$. The linear formula gives $\psi_s\approx1.602/(10+61.1)\ \mathrm V=22.5$ mV. The nonlinear solution is 20.7 mV, lower because $\sinh u$ grows faster than $u$.

At this solution the charge added to the Helmholtz layer is $C_H\psi_s=0.207\ \mathrm{\mu C/cm^2}$, only 13% of the hole charge. Proton loss has compensated the other 87%. The simple formula still holds if $N$ is replaced by the net density of uncompensated charge. With the site data used here, it fails if every trapped hole is counted while protons are free to respond.

The model assumes that the solution's pH stays fixed and that trapping leaves the acid constants of the sites unchanged. There is one hole per fifty sites, but the acidity of the sites that hold them could still differ. The model also places every site at the mean potential $\psi_s$. Sites are 0.45 nm apart, and at that distance $\phi_1$ from part (a) is about 0.33 V, larger than the cost $V_T\ln(1/\delta)=0.12$ V of removing a proton. Sites next to a trapped hole would therefore lose protons more readily than this mean-field balance says, and its shifts are only indicative.

## Cases compared

All rows use $10^{13}$ trapped holes per $\mathrm{cm^2}$ and $C_H=10\ \mathrm{\mu F/cm^2}$. The temperature is 298.15 K except in the last row.

| Case | Shift (mV) | Shift / $V_T$ |
|---|---:|---:|
| Helmholtz layer alone | 160 | 6.2 |
| With depletion response | 155 | 6.0 |
| With depletion and diffuse layer | 162 | 6.3 |
| With full proton equilibrium | 21 | 0.8 |
| Helmholtz layer alone, 353.15 K | 160 | 5.3 |

The last row changes only the thermal voltage; any temperature dependence of $C_H$ is left out. The proton row is the one that changes the conclusion: for the assumed $\Delta pK=4$, the shift drops below $V_T$. The result depends strongly on this rough input. The same mean-field balance gives 64 mV for $\Delta pK=6$ and 108 mV for $\Delta pK=8$, both above $V_T$. The cost of removing a proton is then 0.18 and 0.24 V, still below the 0.33 V estimated at a site beside a hole, so discrete holes could be compensated much more strongly than these figures suggest. If holes accumulate faster than protons exchange, the model gives a shift near 0.16 V at first and a decay toward about 0.02 V at constant hole density. The exchange rate is not part of this estimate.

## Comparison with a real SnO2 electrode

SnO2 is a wide-gap n-type oxide, with a gap of roughly 3.6 eV, so ultraviolet light is needed to create the holes. Its permittivity depends on crystal direction. Changing the relative permittivity from 9 to 14 moves the result of part (b) from 156.0 to 155.1 mV, which is unimportant here. The donor density is 0.24 of the effective density of states for a rough effective mass of 0.3 electron masses, so Boltzmann statistics are approximate in the bulk. This enters $Q$ through the small $V_T$ term; dropping that term altogether would change $Q_0$ by about 1%. The initial surface field in the oxide is 0.54 MV/cm, but direct tunnelling between the bands is closed energetically, because the 1 V bending is less than the gap.

Of the assumptions varied here, the one with the largest effect is that the hole charge stays uncompensated. With the rough site data used here, giving it up lowers the shift from 160 to 21 mV. A constant $C_H$ is a further idealisation: the holes add a field of about 3 MV/cm in the Helmholtz layer, and any change of its permittivity with field is neglected. On a rough electrode, $N$ and $C_H$ must refer to the same area. Dividing holes per projected area by capacitance per true area would overstate the shift by the ratio of true to projected area.

The numerical output below lists the inputs and the main results.

## Computed values

```
Trapped holes: 1.0e+13 cm^-2
Helmholtz capacitance: 10.0 uF/cm2
Elementary charge: 1.6022e-19 C
Temperature: 298.15 K
Trapped sheet charge: 1.602 uC/cm2
Basic band-edge shift: 0.1602 V
Basic shift in millivolts: 160.2 mV
Thermal voltage: 25.69 mV
Shift / thermal voltage: 6.24
Holes for one thermal voltage: 1.60e+12 cm^-2
Coulomb-average shift: 0.1602 V
SnO2 relative permittivity (rough): 12.0
Donor density (rough): 1.0e+18 cm^-3
Initial band bending: 1.00 V
Band gap (rough): 3.6 eV
Depletion width: 35.9 nm
Initial depletion charge: 0.576 uC/cm2
Depletion capacitance: 0.296 uF/cm2
Shift with depletion feedback: 155.4 mV
Same, small-signal formula: 155.6 mV
Same, finite-difference solution: 155.4 mV
Band bending left: 0.845 V
Surface electron growth factor: 424
Electrolyte concentration: 1.0 mol/L
Water relative permittivity (rough): 78
Shift with depletion and diffuse layer: 162.0 mV
Surface site density (rough): 5.0e+14 cm^-2
Delta pK (rough): 4.0
Holes per surface site: 0.020
Proton capacitance at zero charge: 61.1 uF/cm2
Shift at full proton equilibrium: 20.7 mV
Proton-equilibrium shift / V_T: 0.80
Helmholtz relative permittivity (rough): 6.0
Helmholtz thickness: 0.53 nm
Added Helmholtz field: 3.02 MV/cm
Initial SnO2 surface field: 0.54 MV/cm
Mean hole spacing: 3.16 nm
Ripple one spacing deep, peak to peak: 0.62 %
Feedback shift at permittivity 9: 156.0 mV
Feedback shift at permittivity 14: 155.1 mV
Effective mass (rough): 0.3 electron masses
Donors / band density of states: 0.24
Basic shift / V_T at 353.15 K: 5.26
```
